# Valley order in a square hard-wall [100] silicon wire

## The problem

A long silicon wire runs along the crystal direction [100]. Its section is a square of side \(L=5\) nm, with side faces normal to [010] and [001]. The conduction band of silicon has six equivalent minima, called valleys, in pairs on the three cube axes. Near each minimum the surfaces of constant energy are ellipsoids, with a heavy mass \(m_l\) along the valley's own axis and a light mass \(m_t\) in the two directions across it. Rough typical values are \(m_l=0.92\) and \(m_t=0.19\), in units of the free-electron mass.

Take the walls as infinitely high. Which valleys have the lowest subband, the two whose axis lies along the wire or the four whose axis lies across it, and how far apart are the two groups?

Let \(x\) run along the wire and \(y\), \(z\) along the normals of the side faces. The valleys \(\pm x\) are called axial and the valleys \(\pm y\), \(\pm z\) transverse. The algebra is in atomic units, where \(\hbar\), the free-electron mass and the elementary charge are 1. Energies are counted from the bulk conduction-band minimum, which is common to all six valleys.

## A tempting solution

A particle of mass \(m\) in a hard-wall square has the ground energy

\[
E=\frac{\pi^2}{2L^2}\left(\frac1m+\frac1m\right)=\frac{\pi^2}{L^2m}.
\]

The wire points along [100], so one looks up the mass of each valley along [100]. It is \(m_l\) for the axial valleys and \(m_t\) for the transverse ones. For \(L=5\) nm the energy \(\pi^2/(2L^2)\) is 0.01504 eV, which gives

\[
E_{\text{axial}}=0.01504\times\frac{2}{0.92}\ \text{eV}=0.033\ \text{eV},
\qquad
E_{\text{transverse}}=0.01504\times\frac{2}{0.19}\ \text{eV}=0.158\ \text{eV}.
\]

The axial valleys would then lie lowest, by about 0.126 eV. The result seems to agree with the sound rule that a heavy particle has a small confinement energy.

## Where it fails

The rule is sound, but it has been given the wrong mass. Confinement energy is the kinetic energy of a wave that must bend to reach zero at the walls. The walls stand across \(y\) and \(z\), so the wave bends in \(y\) and \(z\). Along \(x\) there is no wall. At the bottom of a subband the envelope of the wave does not vary along \(x\) at all, so the mass along \(x\) multiplies a derivative that is zero. It cannot enter the energy of the subband edge.

There is a second fault. The tempting solution gives a transverse valley one mass for both directions of the section. The valley \(+y\) has its heavy mass along \(y\) and a light mass along \(z\), and both are needed.

## The right solution

**The energy of one valley.** Let \(\mathbf n\) be the unit vector along the valley's axis and \(\mathbf q\) the wave vector measured from the minimum. The part of \(\mathbf q\) along the axis is \(\mathbf n\cdot\mathbf q\), and the square of the part across it is \(q^2-(\mathbf n\cdot\mathbf q)^2\). Therefore

\[
E(\mathbf q)=\frac{(\mathbf n\cdot\mathbf q)^2}{2m_l}+\frac{q^2-(\mathbf n\cdot\mathbf q)^2}{2m_t}
=\frac{q^2}{2m_t}+\frac12\left(\frac1{m_l}-\frac1{m_t}\right)(\mathbf n\cdot\mathbf q)^2 .
\tag{1}
\]

Reversing \(\mathbf n\) changes nothing, so opposite valleys have equal energies. For \(\mathbf n\) along \(x\), \(y\) or \(z\), the last factor is \(q_x^2\), \(q_y^2\) or \(q_z^2\). No product such as \(q_yq_z\) appears, and in all six valleys

\[
E=\frac{q_x^2}{2m_x}+\frac{q_y^2}{2m_y}+\frac{q_z^2}{2m_z}.
\tag{2}
\]

The mass along the valley's own axis is \(m_l\) and the other two are \(m_t\):

- valleys \(\pm x\): \(m_x=m_l\), \(m_y=m_z=m_t\);
- valleys \(\pm y\): \(m_y=m_l\), \(m_x=m_z=m_t\);
- valleys \(\pm z\): \(m_z=m_l\), \(m_x=m_y=m_t\).

**The equation in the wire.** In the effective-mass approximation the electron's wave is the Bloch function at the minimum times a slowly varying envelope \(F(\mathbf r)\). The envelope is a sum of plane waves \(e^{i\mathbf q\cdot\mathbf r}\), and each must be multiplied by its energy (2). The operator \(-\partial_y^2\) multiplies such a wave by \(q_y^2\), and likewise for the other directions. Hence

\[
-\frac12\left(\frac1{m_x}\partial_x^2+\frac1{m_y}\partial_y^2+\frac1{m_z}\partial_z^2\right)F=EF .
\]

The hard walls require \(F=0\) at \(y=0\), \(y=L\), \(z=0\) and \(z=L\). Coupling between different valleys is left out.

**Separation.** Put \(F=e^{iq_xx}\,Y(y)\,Z(z)\) and divide by \(F\):

\[
\frac{q_x^2}{2m_x}-\frac{1}{2m_y}\frac{Y''}{Y}-\frac1{2m_z}\frac{Z''}{Z}=E .
\]

The second term depends on \(y\) alone and the third on \(z\) alone, yet their sum is constant, so each is constant. Write \(Y''=-k^2Y\). With a constant of the other sign, or zero, the solutions are exponentials or straight lines, and these cannot vanish at both walls without vanishing everywhere. The solution is thus a sum of \(\sin ky\) and \(\cos ky\). The wall at \(y=0\) removes the cosine, and the wall at \(y=L\) demands \(\sin kL=0\), so \(k=a\pi/L\) with \(a=1,2,\dots\). The value \(a=0\) gives no wave, and negative \(a\) repeats the same functions with a changed sign. The direction \(z\) gives an integer \(b\) in the same way. The energies are

\[
E_{ab}(q_x)=\frac{\pi^2}{2L^2}\left(\frac{a^2}{m_y}+\frac{b^2}{m_z}\right)+\frac{q_x^2}{2m_x}.
\tag{3}
\]

Products of these sines form a complete set on the square, so no level has been missed. The mass along the wire sets the curvature of the subband, and the two masses across the wire set its edge.

**The two ground edges.** With \(a=b=1\) and \(q_x=0\),

\[
E_{\text{axial}}=\frac{\pi^2}{2L^2}\left(\frac1{m_t}+\frac1{m_t}\right),
\qquad
E_{\text{transverse}}=\frac{\pi^2}{2L^2}\left(\frac1{m_l}+\frac1{m_t}\right).
\]

One light-mass term is common to both and cancels in the difference:

\[
\Delta=E_{\text{axial}}-E_{\text{transverse}}=\frac{\pi^2}{2L^2}\left(\frac1{m_t}-\frac1{m_l}\right).
\tag{4}
\]

Since \(m_l>m_t\), \(\Delta\) is positive and the four transverse valleys lie lower.

**Numbers.** In ordinary units the prefactor is \(\pi^2\hbar^2/(2m_0L^2)=0.01504\) eV, with \(m_0\) the free-electron mass. One direction of confinement costs

\[
0.01504\times5.2632\ \text{eV}=0.0792\ \text{eV (light)},\qquad
0.01504\times1.0870\ \text{eV}=0.0163\ \text{eV (heavy)}.
\]

The axial edge has two light terms and lies at 0.1583 eV. The transverse edge has one of each and lies at 0.0955 eV. The difference is

\[
\Delta=0.0628\ \text{eV}\approx63\ \text{meV}.
\]

The masses do not support more than two digits. By (4), a change of 0.01 in \(m_t\) moves \(\Delta\) by about \(0.01504\times0.01/0.19^2=0.004\) eV. The same change in \(m_l\) moves it by only about 0.0002 eV, because the heavy term is small to begin with.

## Reading the result

If \(m_l=m_t\), the valleys are spheres, their orientation has no meaning, and (4) gives zero as it must. If the valleys were flattened, with \(m_l<m_t\), the order would be reversed.

The gap varies as \(1/L^2\). A side of 4.5 nm gives 0.0775 eV and one of 5.5 nm gives 0.0519 eV, so an error of half a nanometre in the side matters more than the second digit of the masses.

**A rectangular section.** Let the sides be \(L_y\) and \(L_z\). The separation is unchanged, with each integer divided by its own side. The ground edges are

\[
E_{\pm x}=\frac{\pi^2}{2}\left(\frac1{m_tL_y^2}+\frac1{m_tL_z^2}\right),\quad
E_{\pm y}=\frac{\pi^2}{2}\left(\frac1{m_lL_y^2}+\frac1{m_tL_z^2}\right),\quad
E_{\pm z}=\frac{\pi^2}{2}\left(\frac1{m_tL_y^2}+\frac1{m_lL_z^2}\right).
\]

Subtraction gives

\[
E_{\pm x}-E_{\pm y}=\frac{\pi^2}{2L_y^2}\left(\frac1{m_t}-\frac1{m_l}\right),\qquad
E_{\pm x}-E_{\pm z}=\frac{\pi^2}{2L_z^2}\left(\frac1{m_t}-\frac1{m_l}\right).
\]

The group of four therefore splits into two pairs unless the section is square, and the pair with its heavy mass along the shorter side lies lowest. Now let \(L_y\) grow without limit at fixed \(L_z\). The wire becomes a film with normal \(z\), the edges of \(\pm x\) and \(\pm y\) fall to the same value \(\pi^2/(2m_tL_z^2)\), and the two valleys \(\pm z\) remain alone at the bottom. This is what a film requires, since its plane treats \(x\) and \(y\) alike.

**Excited subbands.** The result compares the lowest edge of each group. It does not say that every transverse level lies below every axial one. Exciting a transverse valley once in its heavy direction, from \(a=1\) to \(a=2\), costs

\[
\frac{\pi^2}{2L^2}\,\frac{4-1}{m_l}=0.0490\ \text{eV},
\]

which puts that edge at 0.1446 eV, still below the axial edge at 0.1583 eV. The condition for this is \(3/m_l<1/m_t-1/m_l\), that is \(m_l>4m_t\), and here \(m_l/m_t=4.84\). Counted from the ground edge in the same units, the level \(a=3\) in the heavy direction costs \(8/m_l\), and the first step in the light direction costs \(3/m_t\). Both exceed \(1/m_t-1/m_l\), so each transverse valley has just one excited edge between the two ground edges.

## Why the side faces had to be named

Keep the wire along [100] and the side at 5 nm, but turn the section by 45 degrees, so that the faces are of type {110}. Their normals are \(u=(y+z)/\sqrt2\) and \(v=(z-y)/\sqrt2\). For the valley \(+y\), \(\mathbf n\cdot\mathbf q=q_y=(q_u-q_v)/\sqrt2\), and (1) at \(q_x=0\) becomes

\[
E=\frac14\left(\frac1{m_l}+\frac1{m_t}\right)(q_u^2+q_v^2)+\frac12\left(\frac1{m_t}-\frac1{m_l}\right)q_uq_v .
\]

The ellipsoid is now tilted against the walls, and the product \(q_uq_v\) prevents separation. Take the old ground function \(\sin(\pi u/L)\sin(\pi v/L)\) as a trial function. The squares give \(\tfrac14(1/m_l+1/m_t)\times2\pi^2/L^2\), which is the old transverse edge. The product term averages to zero, because \(\int_0^L\sin(\pi u/L)\cos(\pi u/L)\,du=0\). The true ground energy cannot exceed this average. It cannot equal it either: the product term turns the trial function into a product of cosines, so the trial function is not an eigenfunction.

For the valleys \(\pm z\) the product term only changes sign, and reflecting the section in \(v\) undoes this, so all four transverse valleys must drop by the same amount. Diagonalizing the Hamiltonian in products of 28 sines per direction gives 0.0859 eV instead of 0.0955 eV. The axial valleys have equal masses in all directions of the section and stay at 0.1583 eV, so the gap grows to 0.0724 eV.

## What a gate field does

A gate on one side of the wire adds a potential energy, modelled here as linear in \(y\) and zero at the middle of the wire. The equation still separates; only the \(y\) part changes. The axial valleys and the valleys \(\pm z\) both have the light mass along \(y\), so both shift equally and their gap remains 0.0628 eV. The valleys \(\pm y\) have the heavy mass there and shift differently.

For a weak field the linear potential has no average in the ground state, and the first shift is of second order. It is a sum of squared matrix elements, which do not depend on the mass, over level spacings proportional to \(1/m\). The downward shift is then proportional to \(m\): a heavy electron gathers more easily at the low side.

For a uniform field of 0.5 MV/cm, which is 0.25 V across the wire, the one-dimensional equation was solved by finite differences. The light level moves by \(-0.0084\) eV and the heavy one by \(-0.0315\) eV. Their ratio is about 3.8, less than the mass ratio 4.84, so this field is already beyond the weak-field law. The gap from the axial valleys to \(\pm y\) rises to 0.0860 eV, and the four transverse valleys are split into two pairs.

## How far the hard wall can be trusted

**Finite walls.** Oxide around silicon is a barrier of finite height, roughly \(V_0=3.1\) eV, with a rough electron mass \(m_{\text{ox}}=0.5\). Consider one direction, with the origin at the middle of the well. Inside, the even ground function is \(\cos ky\) with \(E=k^2/(2m)\). Outside it decays as \(e^{-\kappa |y|}\) with \(\kappa^2=2m_{\text{ox}}(V_0-E)\). Where the mass changes, the kinetic operator is \(-\tfrac12\partial_y(1/m)\partial_y\), and integrating it across the interface shows that \(F'/m\) is continuous, along with \(F\). Dividing the two conditions gives

\[
\frac km\tan\frac{kL}2=\frac{\kappa}{m_{\text{ox}}}.
\tag{5}
\]

For a high barrier \(kL/2\) is just below \(\pi/2\). Write \(kL/2=\pi/2-\eta\) with small \(\eta\), so that \(\tan(kL/2)\approx1/\eta\). Then (5) gives \(\eta\approx k\delta\) with \(\delta=m_{\text{ox}}/(m\kappa)\), and

\[
k\approx\frac{\pi}{L+2\delta}.
\]

The well acts as if each wall were moved outward by \(\delta\). Since \(E\) is far below \(V_0\), \(\kappa\) is almost the same for both masses, and \(\delta\) is larger for the light one. The light level, which is also the higher, therefore falls more.

Solving (5) numerically gives 0.0584 eV for the light mass, down from 0.0792 eV, and 0.0153 eV for the heavy mass, down from 0.0163 eV. If the two directions are treated separately, the gap is the difference of these levels, 0.043 eV. The separation is not strict, because the barrier in the corners is \(V_0\) and not \(2V_0\), and because the mass beside the wire is that of the oxide for both directions of motion. A two-dimensional finite-difference solution for the square wire inside 1 nm of oxide includes both points and also gives 0.043 eV. The value depends on the rough oxide mass: (5) gives a gap of 0.047 eV for \(m_{\text{ox}}=0.3\) and 0.039 eV for \(m_{\text{ox}}=0.8\), and about 0.050 eV if each direction keeps its silicon mass in the barrier.

**Non-parabolic band.** Above the minimum the band rises more slowly than a parabola. A simple model of this is \(E(1+\alpha E)=\gamma\), where \(\gamma\) is the parabolic energy and \(\alpha\) is roughly 0.5 per eV. The positive root is

\[
E=\frac{\sqrt{1+4\alpha\gamma}-1}{2\alpha}\approx\gamma-\alpha\gamma^2 .
\]

The reduction grows with \(\gamma\), so the axial edge falls more. With hard walls the edges become 0.1475 eV and 0.0913 eV, and the gap is 0.056 eV. This model bends the band equally in all directions, which silicon does not. The bending comes mainly from a coupling to the second conduction band through the product of the two light-direction wave vectors. A two-band model with that coupling lowers the axial edge to about 0.146 eV, leaves the transverse edge near 0.0955 eV, and gives a gap of about 0.051 eV.

**The real case.** A silicon channel about 5 nm across, surrounded by oxide and gate, is in the regime of nanowire transistors, and the masses, barrier and field used here are rough values for that regime. The uniform field of the previous section stands for a gate on one side, and it raised the gap to \(\pm y\) from 63 to 86 meV. A gate that acts equally on all four sides gives a potential symmetric about the middle of the wire. It has no such linear part and does not split the four transverse valleys. Of the two corrections in this section, the finite wall is the larger: it alone takes the gap from 63 to about 43 meV. Non-parabolicity alone takes it to about 56 meV in the isotropic model and about 51 meV in the two-band one. The two were computed separately and need not add. The order of the valleys survives each of them, but 63 meV is the value of the hard-wall model and not a forecast for an oxidized wire. Strain, which can shift the valley groups against each other, and the small splitting within a valley pair caused by sharp walls are not included. A channel along another crystal direction needs its own masses.

## Which valleys hold the electrons

At 300 K the thermal energy is \(kT=0.0259\) eV, here with \(k\) Boltzmann's constant, so the gap is about \(2.4\,kT\). In a dilute wire each subband holds electrons in proportion to

\[
\int_{-\infty}^{\infty}e^{-[E_{ab}+q_x^2/(2m_x)]/kT}\,dq_x\ \propto\ \sqrt{m_x}\;e^{-E_{ab}/kT}.
\]

Here the mass along the wire does matter, because it sets how many states lie near the edge. With the ground subbands alone, the ratio of axial to transverse electrons is

\[
\frac{2\sqrt{m_l}}{4\sqrt{m_t}}\,e^{-\Delta/kT}\approx\frac12\times2.2\times0.088\approx0.10 ,
\]

an axial share of about 9 percent. Summing (3) over \(a\) and \(b\) up to 8 lowers the share to 7.7 percent, mainly because the excited transverse edge at 0.1446 eV also takes electrons.

When the Fermi level reaches the lowest edge, the Fermi function must replace the exponential. It limits the filling of the lowest states, and the axial share rises to 10.9 percent. The line density is then \(6.8\times10^6\) per cm, or about \(2.7\times10^{19}\) per cubic cm of wire. The potential of so much charge is not in the model, so this last share is a guide to size. With the potential held fixed at the walls, that charge raises the electron's energy at the centre by roughly 0.13 eV, and including it self-consistently at the same line density brings the axial share down to about 8 percent.

The shares also depend on the walls. With the finite-wall gap of 43 meV, the estimate from the ground subbands alone gives a ratio of about \(\tfrac12\times2.2\times0.19\approx0.21\), an axial share of about 17 percent, to be compared with the 9 percent of the same estimate for hard walls. Adding the excited finite-wall subbands lowers it to about 15 percent. With the potential of the charge left out, raising the Fermi level a few hundredths of an eV above the lowest edge increases the axial share further.

In the hard-wall wire at 300 K, then, as long as the Fermi level is no higher than the lowest edge, about nine electrons in ten move along the wire with the light mass \(m_t\). They sit in the valleys whose heavy mass points at the walls. The value \(m_t\) belongs to the parabolic band. Non-parabolicity makes the mass along a 5 nm wire heavier, about 0.21 in the isotropic model and about 0.25 in the two-band model.
